\section*{ZORA Kinetic Matrix Elements on Atom-Centred Grids: Subtraction and Steep Functions}

\section{ZORA kinetic matrices by quadrature}

Before a scalar ZORA calculation with a heavy atom can start, two choices must be made: how many radial points that atom receives, and whether the grid integrates the whole kinetic matrix or its difference from the analytic non-relativistic matrix. For valence functions on grids of moderate size the difference is far more accurate. For steep functions it can be worse than the whole, and on a grid that is too coarse either choice can produce a spurious energy millions of hartree below the true one. The analysis below gives the border between the two cases and a first estimate of the number of points needed.

Hartree atomic units are used, with $c=137.036$. Nuclei are points, basis functions are real Gaussians, and $V$ is negative and behaves as $-Z/r$ at a nucleus.

\subsection{The operator and its gradient form}

Let $E$ be the energy without the rest energy. The Dirac equation for the large component $\psi$ and small component $\phi$ is
\begin{align}
(V-E)\psi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi&=0,\label{dirac1}\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi&=(2c^2+E-V)\phi.\label{dirac2}
\end{align}
ZORA drops $E$ from \eqref{dirac2}. Then $\phi=c(2c^2-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\psi$, and \eqref{dirac1} contains the kinetic operator
\begin{equation}
\tfrac12\,\boldsymbol\sigma\!\cdot\!\mathbf p\,K\,\boldsymbol\sigma\!\cdot\!\mathbf p,\qquad
K=\frac{2c^2}{2c^2-V}=\Bigl(1-\frac{V}{2c^2}\Bigr)^{-1}.
\end{equation}
The product rule for Pauli matrices splits it into $\frac12\mathbf p\cdot K\mathbf p$ and a spin-orbit term. We keep the first, scalar part.

With $\mathbf p=-i\nabla$, the scalar operator acts as $-\frac12\nabla\cdot(K\nabla\chi_\nu)$. Since
\begin{equation}
\nabla\!\cdot\!(\chi_\mu K\nabla\chi_\nu)=K\nabla\chi_\mu\!\cdot\!\nabla\chi_\nu+\chi_\mu\nabla\!\cdot\!(K\nabla\chi_\nu),
\end{equation}
integration over space outside small spheres around the nuclei leaves surface terms. The one at infinity vanishes because Gaussians decay. On a sphere of radius $\epsilon$ the area is $4\pi\epsilon^2$ and $K$ is proportional to $\epsilon$, so that term vanishes at least as fast as $\epsilon^3$. Hence
\begin{equation}
T^{Z}_{\mu\nu}=\tfrac12\int K\,\nabla\chi_\mu\!\cdot\!\nabla\chi_\nu\,d^3r .\label{direct}
\end{equation}
This form needs neither second derivatives nor $\nabla K=K^2\nabla V/2c^2$. Writing $K=1+(K-1)$ gives
\begin{equation}
T^{Z}_{\mu\nu}=T^{NR}_{\mu\nu}+\tfrac12\int\frac{V}{2c^2-V}\,\nabla\chi_\mu\!\cdot\!\nabla\chi_\nu\,d^3r,\label{sub}
\end{equation}
where $T^{NR}$ is known analytically. Quadrature of \eqref{direct} will be called direct, and \eqref{sub} with quadrature of its last term subtracted.

\subsection{What subtraction does to the error}

Let $\varepsilon$ denote grid value minus true value. Quadrature is linear and the analytic $T^{NR}$ carries no error, so
\begin{equation}
\varepsilon_{\rm sub}=\varepsilon_{\rm dir}-\varepsilon_{NR},\label{identity}
\end{equation}
where $\varepsilon_{NR}$ is the error the grid would make in $T^{NR}$. Subtraction helps when the two errors on the right nearly cancel, that is, when $K\approx1$ where the error arises. If $K$ is small there, $\varepsilon_{\rm dir}$ is small and subtraction imports the non-relativistic error with its sign reversed.

The two matrices also differ in sign properties. For $f=\sum_\mu v_\mu\chi_\mu$ and grid weights $w_i\ge0$, the direct form gives
\begin{equation}
v^{T}T_{\rm dir}v=\tfrac12\sum_i w_iK_i|\nabla f(\mathbf r_i)|^2\ge0 .
\end{equation}
The subtracted matrix equals this minus $v^T\varepsilon_{NR}v$, and can be negative.

\subsection{A steep pair on one centre}

Near a nucleus of charge $Z$ put $V=-Z/r$. Then
\begin{equation}
K=\frac{r}{r+a},\qquad K-1=-\frac{a}{r+a},\qquad a=\frac{Z}{2c^2}.
\end{equation}
Two $s$ Gaussians with exponents $\alpha,\beta$ have $\nabla\chi_\alpha\cdot\nabla\chi_\beta\propto r^2e^{-pr^2}$ with $p=\alpha+\beta$. The volume element adds $r^2$. With $t=\sqrt p\,r$ and $\int_0^\infty t^4e^{-t^2}dt=3\sqrt\pi/8$, the normalized distribution of $T^{NR}$ is $(8/3\sqrt\pi)\,t^4e^{-t^2}$. Since $K=t/(t+b)$ with $b=a\sqrt p$,
\begin{equation}
\rho(b)=\frac{T^Z}{T^{NR}}=\frac{8}{3\sqrt\pi}\int_0^\infty\frac{t^5e^{-t^2}}{t+b}\,dt .
\end{equation}
For small $b$, $1-K\approx b/t$ and $\int t^3e^{-t^2}dt=\frac12$ give $\rho\approx1-4b/(3\sqrt\pi)$. For large $b$, $K\approx t/b$ and $\int t^5e^{-t^2}dt=1$ give $\rho\approx8/(3\sqrt\pi\,b)$. A function much narrower than $a$ thus loses most of its non-relativistic kinetic energy. For a nucleus of finite size $K$ stays above zero at the centre, and the large-$b$ law ends.

\subsection{The radial grid as a trapezoidal rule}

We take the map $r=R(1-x)/(1+x)$ with second-kind Gauss--Chebyshev points $x_i=\cos\theta_i$, $\theta_i=ih$, $h=\pi/(n+1)$. That rule reads $\int F\sqrt{1-x^2}\,dx\approx\sum_i h\sin^2\theta_i\,F(x_i)$. Setting $F=f/\sqrt{1-x^2}$ gives
\begin{equation}
\int_{-1}^{1}f\,dx\approx h\sum_{i=1}^{n}\sin\theta_i\,f(\cos\theta_i),
\end{equation}
the trapezoidal rule for $\int_0^\pi f\sin\theta\,d\theta$. The map becomes $r=R\tan^2(\theta/2)$.

A steep pair, $pR^2\gg1$, lives where $r\approx R\theta^2/4$. Put $t=u^2$, so that $u=\frac12(pR^2)^{1/4}\theta$. The step in $u$ is
\begin{equation}
\kappa=\frac{\pi}{2q},\qquad q=\frac{n+1}{(pR^2)^{1/4}},\label{q}
\end{equation}
and with $dt=2u\,du$ the distribution of $T^{NR}$ becomes
\begin{equation}
g(u)=A\,u^9e^{-u^4},\qquad A=\frac{16}{3\sqrt\pi},\qquad \int_0^\infty g\,du=1 .
\end{equation}
The relative error $\delta=\varepsilon_{NR}/T^{NR}$ therefore depends on $n$, $p$ and $R$ through $q$ alone in this limit.

\subsection{The size of the error}

Apply Poisson's summation formula to the even function $g(|u|)$ and halve the result. As $g(0)=0$,
\begin{equation}
\delta=\kappa\sum_{i\ge1}g(i\kappa)-1=2\,{\rm Re}\sum_{j\ge1}J(4qj),\qquad
J(k)=\int_0^\infty g(u)e^{iku}du,
\end{equation}
because $2\pi/\kappa=4q$. The factor $e^{-u^4}$ decays along the positive imaginary axis as well as the real one. The path may therefore run from $0$ up to $i\infty$ and return to $+\infty$ over a saddle.

On the first piece $u=iy$ and $i^9\cdot i=-1$, so its contribution is $-A\int_0^\infty y^9e^{-y^4-ky}dy\approx-A\,9!/k^{10}$ for large $k$. Summing over $j$ with $\sum_jj^{-10}=\pi^{10}/93555$ and $k=2\pi j/\kappa$ gives
\begin{equation}
\delta_{\rm end}=-\frac{2A\,9!}{2^{10}\cdot93555}\,\kappa^{10}=-\frac{A}{132}\,\kappa^{10}.
\end{equation}

On the second piece, for $j=1$, the exponent $4iqu-u^4$ is stationary at
\begin{equation}
u_0^3=iq,\qquad u_0=q^{1/3}e^{i\pi/6}.
\end{equation}
There $u_0^4=iqu_0$, so the exponent equals $3iqu_0=3q^{4/3}e^{2\pi i/3}$, with real part $-\frac32q^{4/3}$ and imaginary part $\frac{3\sqrt3}{2}q^{4/3}$. Its second derivative is $-12u_0^2$, so the Gaussian integral over the saddle gives $\sqrt{2\pi/12}\,/u_0$. Multiplication by $Au_0^9$ leaves $A\sqrt{\pi/6}\,u_0^8$, and $u_0^8=q^{8/3}e^{4\pi i/3}$. Terms with $j\ge2$ have much larger negative exponents. To leading order in $q^{-4/3}$,
\begin{align}
\delta&\approx D(q)\cos\!\Bigl(\tfrac{3\sqrt3}{2}q^{4/3}+\tfrac{4\pi}{3}\Bigr)+\delta_{\rm end},\label{delta}\\
D(q)&=\frac{32}{3\sqrt6}\,q^{8/3}e^{-\frac32q^{4/3}} .
\end{align}

At fixed $\delta$, equation \eqref{q} requires $n+1\propto p^{1/4}$: ten thousand times the exponent costs ten times the points. For $\alpha=\beta=10^8\,a_0^{-2}$ and $R=1\,a_0$, summation on grids with $n=594$ and $713$ ($q\approx5$ and $6$) gives $\delta=3.9\times10^{-4}$ and $2.2\times10^{-5}$. Formula \eqref{delta} gives $2.4\times10^{-4}$ and $1.7\times10^{-5}$. The differences are 18\% and 12\% of the amplitude $D$, as expected from neglected terms of relative order $q^{-4/3}$. The endpoint term takes over only at very small errors: for exponent $10^6\,a_0^{-2}$ and $n=450$ the grid and the formula both give $-3.4\times10^{-11}$.

\subsection{When subtraction helps}

To leading order the saddle contribution to $\varepsilon_{\rm dir}$ or $\varepsilon_{\rm sub}$ is that of $T^{NR}$ times $K$ or $K-1$ taken at $t_0=u_0^2=q^{2/3}e^{i\pi/3}$:
\begin{equation}
K\to\frac{t_0}{t_0+b},\qquad K-1\to-\frac{b}{t_0+b}.
\end{equation}
The pole of $K$, at $u=i\sqrt b$, lies on the first piece of the path. Passing around it adds $\pm i\pi$ times a real residue, which has no real part and so does not enter the error. As long as the saddle dominates, the error amplitudes obey
\begin{equation}
\frac{|\varepsilon_{\rm sub}|}{|\varepsilon_{\rm dir}|}\approx\frac{b}{|t_0|}=\frac{b}{q^{2/3}} .\label{ratio}
\end{equation}
While the saddle dominates, subtraction helps for $b<q^{2/3}$ and harms beyond. The endpoint term comes mainly from $|u|$ near $9/(4q)$, where $y^9e^{-4qy}$ peaks. If $b$ is well above $[9/(4q)]^2$, $K$ is small there and $K-1\approx-1$, so the term enters mainly the subtracted form. If $b$ is well below that value, $K\approx1$ there and the term enters mainly the direct form. On fine grids it competes with the saddle term and \eqref{ratio} fails: for $b=0.30$ the root-mean-square ratio rises from about $0.3$ near $q=9$ to about $3$ near $q=10$.

For $Z=80$, $a=2.13\times10^{-3}\,a_0$. The table compares \eqref{ratio} with root-mean-square errors over grids with $q$ between about 4.5 and 5.5. Each error was divided by $D(q)$ first, so that the coarsest grids do not dominate.
\begin{center}
\begin{tabular}{cccc}
exponent ($a_0^{-2}$) & $b$ & grid ratio & $b/q^{2/3}$\\
$10^4$ & 0.30 & 0.105 & 0.103\\
$10^6$ & 3.0 & 1.05 & 1.03\\
$10^8$ & 30 & 10.9 & 10.3
\end{tabular}
\end{center}

\subsection{Grids that do not resolve the function}

If every point misses the function, its grid integrals vanish. The direct form returns zero and the subtracted form returns $T^{NR}$. Their errors are $T^Z$ and $T^{NR}-T^Z$ in magnitude, so subtraction is the better guess while $\rho>\frac12$. Root finding on $\rho(b)$ puts this border at $b=1.42$, or an exponent of $b^2/2a^2=2.2\times10^5\,a_0^{-2}$ for $Z=80$.

A worse case arises when a single point with a large weight falls on the peak. For exponent $1.9\times10^7\,a_0^{-2}$ and $n=100$, the grid returns $2.401\,T^{NR}$ for the non-relativistic integral and $0.245\,T^{NR}$ for the direct one. The subtracted result is
\begin{equation}
\frac{T_{\rm sub}}{T^{NR}}=1+0.245-2.401=-1.156,
\end{equation}
against a true value of $0.102$. The kinetic energy has become negative.

\subsection{Choosing the number of points}

Because ${\rm Re}\,t_0>0$, the factor $|b/(t_0+b)|$ is below one. While the saddle term dominates, the leading-order error of a subtracted diagonal element relative to $T^Z$ is therefore at most $D(q)/\rho(b)$. Setting this equal to a small tolerance gives two roots, because $D$ rises from zero before it decays. The larger root is the required $q$, and \eqref{q} then gives $n$. For a tolerance of $10^{-6}$, $Z=80$ and $R=1\,a_0$:
\begin{center}
\begin{tabular}{ccccc}
exponent ($a_0^{-2}$) & $\rho$ & $q$ & $n$ & actual error\\
$10^3$ & 0.934 & 7.13 & 47 & $3.7\times10^{-8}$\\
$10^5$ & 0.596 & 7.26 & 153 & $1.4\times10^{-7}$\\
$10^7$ & 0.135 & 7.68 & 513 & $5.0\times10^{-7}$\\
$10^9$ & 0.016 & 8.27 & 1748 & $9.5\times10^{-7}$
\end{tabular}
\end{center}
The rule covers single steep $s$ functions, $pR^2\gg1$; for exponents between $10$ and $10^3\,a_0^{-2}$ at $R=1\,a_0$ the actual error can exceed a tolerance of $10^{-6}$ by a factor of up to about 4. It also neglects the endpoint term, which division by a small $\rho$ magnifies. It is not reliable for much tighter tolerances: for exponent $3\times10^9\,a_0^{-2}$ the actual error exceeds a tolerance of $10^{-8}$ by a factor of about 3 and one of $10^{-10}$ by about 100. In a matrix these errors can be amplified, as the next example shows.

\subsection{Variational collapse in a one-electron ion}

Consider one electron in the field of a point charge $Z=80$. Its lowest ZORA energy has a closed form. For $s$ states the spin-orbit term, proportional to $\boldsymbol\sigma\cdot\mathbf L$, vanishes, so the scalar and full operators agree.

First we need the Dirac energy. With radial functions $G=r^\gamma e^{-\zeta r}$ and $F=sG$, the radial $1s$ equations are
\begin{align}
G'-\frac Gr&=\frac1c\Bigl(2c^2+E+\frac Zr\Bigr)F,\\
F'+\frac Fr&=-\frac1c\Bigl(E+\frac Zr\Bigr)G .
\end{align}
The $1/r$ terms give $\gamma-1=sZ/c$ and $s(\gamma+1)=-Z/c$. Their product gives $\gamma^2=1-Z^2/c^2$, and their quotient gives $s^2=(1-\gamma)/(1+\gamma)$. The constant terms give $-\zeta=s(2c^2+E)/c$ and $s\zeta=E/c$, hence $E=-2c^2s^2/(1+s^2)$ and
\begin{equation}
E_D=-c^2(1-\gamma)=-3532.19\ \text{hartree}.
\end{equation}

The ZORA equations with eigenvalue $E_Z$ are \eqref{dirac1} with $E$ replaced by $E_Z$, and \eqref{dirac2} without $E$. Put $\mathbf r'=\lambda\mathbf r$. Both $\mathbf p$ and $-Z/r$ acquire a factor $\lambda$. Division by $\lambda$ restores the Dirac equations with $E_D=E_Z/\lambda$ and $2c^2+E_D=2c^2/\lambda$. Eliminating $\lambda$,
\begin{equation}
E_Z=\frac{E_D}{1+E_D/2c^2}=-3898.87\ \text{hartree}.
\end{equation}

The basis has 28 $s$ Gaussians with exponents $100\cdot2^k\,a_0^{-2}$, up to $1.34\times10^{10}$. Overlap and nuclear attraction are analytic, so the kinetic matrix is the only grid quantity. Diagonalization gives these lowest energies in hartree:
\begin{center}
\begin{tabular}{rcc}
$n$ & direct & subtracted\\
100 & $-1.9\times10^7$ & $-5.8\times10^8$\\
400 & $-1.8\times10^7$ & $-9.4\times10^{10}$\\
1000 & $-5.4\times10^6$ & $-2.2\times10^{10}$\\
2000 & $-3898.87$ & $-8.3\times10^8$\\
4000 & $-3898.87$ & $-3898.87$
\end{tabular}
\end{center}
At $n=4000$ both forms lie $0.0035$ hartree above the closed form. Since they agree, we attribute this remainder to the finite basis. On the coarse grids the direct form collapses although its kinetic matrix is never negative: steep functions lose kinetic energy and keep their full attraction.

The row $n=2000$ shows how the errors of single elements are amplified in a matrix. For the steepest one, $p=2.68\times10^{10}\,a_0^{-2}$ and $q=2001/405=4.9$, so $D\approx1.0\times10^{-3}$. This is below $\rho\approx4.3\times10^{-3}$. With $D/\rho\approx0.2$ the grid is far from a tolerance of $10^{-6}$, but the leading-order estimate keeps the diagonal element positive. Its error is at most about $10^{-3}\cdot\frac32\alpha\approx2\times10^7$ hartree. Yet the lowest eigenvalue is $-8.3\times10^8$. With accurate integrals no function in this basis has an energy below about $-3899$ hartree, so the quadrature error of the offending combination is at least forty times this upper estimate of the largest diagonal error. Such amplification is possible because neighbouring functions overlap strongly. With $\varepsilon$ now the error matrix, the energy error of a combination $v$ is $v^T\varepsilon v/v^TSv$, and the denominator can be small through cancellations that the numerator shares only in part. For the lowest eigenvector at $n=2000$, scaled to $v^Tv=1$, the denominator is $5.7\times10^{-4}$ and the numerator $-6.6\times10^{5}$ hartree, which gives an error of $-1.2\times10^{9}$ hartree.

\subsection{Valence functions on two centres}

For functions spread over a molecule, we expect much of the grid error to come from the angular points and the partition of space between atoms, at distances where $K-1\approx-a/r$ is tiny. Take bare charges 80 and 10 at a distance of $3\,a_0$. The heavy centre carries an $s$ function with exponent 1 and a $p$ shell with 0.8; the light one carries $s$ with 0.5 and $p$ with 0.6 (all in $a_0^{-2}$). The grid joins the radial rule above to Gauss--Legendre points in the polar angle, four azimuthal points (sufficient for $s$ and $p$ functions in this axial field) and Becke partition weights. Reference values come from Gauss--Legendre quadrature in prolate spheroidal coordinates.

With 40 radial and 12 polar points per centre, the error matrix has Frobenius norm $2.9\times10^{-4}$ hartree for the direct form and $4.2\times10^{-7}$ hartree for the subtracted one, a gain of about 700. For comparison, midway between the nuclei the heavy charge gives $a/r=2.13\times10^{-3}/1.5=1.4\times10^{-3}$; this indicates an order of magnitude only. The gain quoted belongs to this grid: with 120 radial and 60 polar points the norms are $3.0\times10^{-11}$ and about $5\times10^{-13}$ hartree, a gain of only 50 to 60, and with 160 radial and 60 polar points the gain falls to about 3.

\subsection{Procedure}

\begin{enumerate}
\item For each heavy atom, take the largest exponent sum $p$ of its $s$ functions, find the larger root $q$ of $D(q)/\rho(b)=\text{tolerance}$, and set $n+1=q(pR^2)^{1/4}$ as a first value. A $p$-type function that is equally steep needs more points, because its gradient does not vanish at the nucleus and the endpoint term is larger. For exponent $10^9\,a_0^{-2}$ and $n=1748$ its relative error in the subtracted form is $3.9\times10^{-5}$; with a tenth of that exponent it is $4.5\times10^{-7}$.
\item In one pass over the grid, accumulate the integrals with weights $K-1$ and $1$. The first gives $T_{\rm sub}$ by \eqref{sub}. The second, minus the analytic $T^{NR}$, gives the matrix $\varepsilon_{NR}$.
\item Solve $\varepsilon_{NR}v=\eta Sv$. The eigenvalues $\eta$ include the amplification by near-linear dependence. For functions with $b\gg q^{2/3}$, where $\varepsilon_{\rm sub}\approx-\varepsilon_{NR}$, they measure the error of the subtracted form. For valence functions on grids of moderate size they greatly overstate it.
\item Solve $T_{\rm sub}v=\tau Sv$. A negative $\tau$ proves that the grid is too coarse. Positive values do not prove that it is fine enough, and neither does a reasonable energy on one grid: in the one-electron ion the subtracted form gives $-3898.86$ hartree at $n=1800$ but collapses again at $n=2000$. Start from the $n$ of step 1 and increase it until the energies stay settled over several grids.
\end{enumerate}
If the steep functions are badly under-resolved, changing from one form to the other is no cure: in the table of energies both forms collapse up to $n=1000$. At $n=2000$ only the subtracted form still collapses, so there a change to the direct form does help. The remedy is a larger $q$ or a basis without the functions that the grid cannot resolve. By \eqref{q}, $q$ grows with more radial points and also with a smaller map scale $R$: in the one-electron ion, $n=1000$ with $R=0.1\,a_0$ gives $-3898.87$ hartree in both forms. A smaller $R$ takes points away from the outer region, so the valence integrals must then be checked again.
